**Stable induced dipoles on which fixed-point iteration diverges**

The program treats the equations mu = alpha (E + T mu), where mu are the induced dipoles, alpha the polarizabilities, E the source field and T the dipole field tensor; m denotes an eigenvalue of alpha^(1/2) T alpha^(1/2). The induction matrix 1/alpha − T is positive definite when every m is below 1, while fixed-point iteration also needs every m above −1. The program asserts the extreme modes of a triangle, the two extreme lattice modes against direct sums, and the Clausius–Mossotti permittivity from the long-wave modes. For a 9 × 9 × 5 patch with bulk permittivity 4.2, the output shows m from −1.132 to 0.637. The fixed-point error is down to 4 % at step 10 but later grows by a factor of 1.132 per step, whereas conjugate gradients reach a relative residual of 1e-10 in 22 steps. The program also asserts the conjugate-gradient error bound, the convergence of the damped iteration, and the detection of an indefinite matrix by its non-positive curvature. Uniform expansion to 70 % density restores fixed-point convergence, with m_min = −0.792; removing 30 % of the sites at random gives −0.950 in the one sample computed.

## Numerical verification

```python
"""
Result under test: for induced dipoles mu = alpha (E + T mu), the matrix
1/alpha - T can be positive definite (conjugate gradients work) while the
fixed-point iteration mu <- alpha (E + T mu) diverges, because a depolarizing
mode has alpha*t < -1.
Symbols: T dipole field tensor, t its eigenvalues (unit 1/a^3), a spacing,
u = alpha/a^3, m = u*t, k relative permittivity, E0 applied vacuum field.
Polarizabilities are volumes (SI polarizability divided by 4 pi eps0).
"""
import numpy as np
from scipy.special import erf, erfc
from scipy import constants as const

rng = np.random.default_rng(7)
PI = np.pi


def field_tensor(pos, width=0.0):
    """Hessian of erf(r/width)/r for all pairs; width 0 means point dipoles."""
    n = len(pos)
    d = pos[:, None, :] - pos[None, :, :]
    r = np.sqrt((d**2).sum(-1)) + np.eye(n)
    f3 = np.ones_like(r)
    f5 = np.ones_like(r)
    if width > 0:
        x = r / width
        f3 = erf(x) - 2 * x / np.sqrt(PI) * np.exp(-x**2)
        f5 = f3 - 4 * x**3 / (3 * np.sqrt(PI)) * np.exp(-x**2)
    t = 3 * d[..., :, None] * d[..., None, :] * (f5 / r**5)[..., None, None]
    t -= np.eye(3) * (f3 / r**3)[..., None, None]
    t[np.arange(n), np.arange(n)] = 0.0
    return t.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


def conjugate_gradient(apply, b, tol=1e-10, max_steps=2000):
    """Returns iterates and a flag: True = converged, False = bad curvature."""
    x = np.zeros_like(b)
    res = b.copy()
    p = res.copy()
    rr = res @ res
    history = [x.copy()]
    for _ in range(max_steps):
        ap = apply(p)
        curvature = p @ ap
        if curvature <= 0:
            return history, False
        step = rr / curvature
        x = x + step * p
        res = res - step * ap
        history.append(x.copy())
        new = res @ res
        if np.sqrt(new) <= tol * np.linalg.norm(b):
            return history, True
        p = res + new / rr * p
        rr = new
    raise RuntimeError("conjugate gradients did not finish")


def fixed_point_errors(matrix, b, exact, steps, omega=1.0):
    x = np.zeros_like(b)
    errors = [np.linalg.norm(x - exact)]
    for _ in range(steps):
        x = x + omega * (b + matrix @ x - x)
        errors.append(np.linalg.norm(x - exact))
    return np.array(errors)


def clausius_mossotti(u):
    x = 4 * PI * u / 3
    return (1 + 2 * x) / (1 - x)


# --- field tensor against finite differences of the potential
for width in (0.0, 0.8):
    def potential(v):
        r = np.linalg.norm(v)
        return (erf(r / width) if width else 1.0) / r
    v0 = np.array([0.7, -0.4, 0.9])
    h = 1e-3
    hess = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            ei, ej = h * np.eye(3)[i], h * np.eye(3)[j]
            hess[i, j] = (potential(v0 + ei + ej) - potential(v0 + ei - ej)
                          - potential(v0 - ei + ej)
                          + potential(v0 - ei - ej)) / (4 * h * h)
    pair = field_tensor(np.array([v0, np.zeros(3)]), width)[:3, 3:]
    assert np.allclose(pair, hess, atol=1e-4)

# --- pair: symmetric spectrum; triangle: smallest case with a window
t_pair = np.linalg.eigvalsh(field_tensor(np.array([[0, 0, 0], [0, 0, 1.0]])))
assert np.allclose(t_pair, [-2, -1, -1, 1, 1, 2])
tri = np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(0.75), 0]])
T_tri = field_tensor(tri)
t_tri, v_tri = np.linalg.eigh(T_tri)
assert abs(t_tri[0] + 3.5) < 1e-12 and abs(t_tri[-1] - 2.5) < 1e-12
radial = (tri - tri.mean(0)).ravel()
radial /= np.linalg.norm(radial)
tangential = np.cross([0, 0, 1.0], tri - tri.mean(0)).ravel()
tangential /= np.linalg.norm(tangential)
assert abs(abs(radial @ v_tri[:, 0]) - 1) < 1e-10
assert abs(abs(tangential @ v_tri[:, -1]) - 1) < 1e-10
u_tri = 1 / 3
assert np.linalg.eigvalsh(np.eye(9) / u_tri - T_tri)[0] > 0
b_tri = u_tri * rng.normal(size=9)
x_tri = np.linalg.solve(np.eye(9) - u_tri * T_tri, b_tri)
err_tri = fixed_point_errors(u_tri * T_tri, b_tri, x_tri, 150)
growth_tri = err_tri[-1] / err_tri[-2]
assert abs(growth_tri - 7 / 6) < 1e-6

# --- unequal polarizabilities: scaled solver against the original equations
pos = np.array([[i, j, l] for i in range(3) for j in range(3)
                for l in range(3)], float)
pos += rng.uniform(-0.05, 0.05, pos.shape)
alpha = np.repeat(rng.uniform(0.04, 0.12, len(pos)), 3)
T_mix = field_tensor(pos)
E_mix = rng.normal(size=len(alpha))
root = np.sqrt(alpha)
hist, ok = conjugate_gradient(
    lambda y: y - root * (T_mix @ (root * y)), root * E_mix)
mu_mix = root * hist[-1]
assert ok and np.allclose(mu_mix, alpha * (E_mix + T_mix @ mu_mix), atol=1e-8)


def energy(mu):
    return 0.5 * mu @ (mu / alpha - T_mix @ mu) - mu @ E_mix


for _ in range(20):
    assert energy(mu_mix + 0.01 * rng.normal(size=len(alpha))) > energy(mu_mix)


# --- infinite simple cubic lattice by Ewald summation (spacing 1)
def integer_grid(n):
    g = np.arange(-n, n + 1)
    return np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T


R = integer_grid(4).astype(float)
R = R[(R**2).sum(1) > 0]
G = 2 * PI * integer_grid(3)


def lattice_tensor(q, eta=2.0):
    r = np.sqrt((R**2).sum(1))
    gauss = 2 * eta / np.sqrt(PI) * np.exp(-(eta * r)**2)
    B = erfc(eta * r) / r**3 + gauss / r**2
    C = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r**2) / r**2
    c = np.cos(R @ q)
    out = (R * (c * C)[:, None]).T @ R - np.eye(3) * (c * B).sum()
    kv = G + q
    k2 = (kv**2).sum(1)
    out -= 4 * PI * (kv * (np.exp(-k2 / (4 * eta**2)) / k2)[:, None]).T @ kv
    return out + np.eye(3) * 4 * eta**3 / (3 * np.sqrt(PI))


q_test = np.array([0.7, 1.9, 2.6])
assert np.allclose(lattice_tensor(q_test), lattice_tensor(q_test, 1.6),
                   atol=1e-8)
assert abs(np.trace(lattice_tensor(q_test))) < 1e-8

axis = np.linspace(0, PI, 13)
scan = []
for i in range(13):
    for j in range(i, 13):
        for l in range(max(j, 1), 13):
            q = np.array([axis[i], axis[j], axis[l]])
            w = np.linalg.eigvalsh(lattice_tensor(q))
            scan.append((w[0], w[-1], tuple(q / PI)))
low = min(scan, key=lambda s: s[0])
high = max(scan, key=lambda s: s[1])
t_low, t_high = low[0], high[1]
assert np.allclose(low[2], (0, 0, 1)) and np.allclose(high[2], (0, 1, 1))

# direct sums for the two extreme modes
L = 200
g = np.arange(-L, L + 1)
rho2 = (g[:, None]**2 + g[None, :]**2).astype(float)
rho2 = rho2[rho2 <= L * L]
planes = 0.0
for z in range(-6, 7):
    s = rho2[rho2 > 0] if z == 0 else rho2
    plane = ((2 * z * z - s) / (s + z * z)**2.5).sum()
    plane -= 2 * PI * L**2 / (L**2 + z * z)**1.5
    planes += (-1)**z * plane
assert abs(planes - t_low) < 2e-3
columns = 0.0
zz = g.astype(float)
for x in range(-6, 7):
    for y in range(-6, 7):
        z = zz[zz != 0] if x == y == 0 else zz
        s = x * x + y * y
        columns += (-1)**(x + y) * ((2 * z * z - s) / (s + z * z)**2.5).sum()
assert abs(columns - t_high) < 2e-3

# long-wave limit and the permittivity
a_nm = 0.36
k_bulk = 4.2
u = 3 / (4 * PI) * (k_bulk - 1) / (k_bulk + 2)
alpha_nm3 = u * a_nm**3
long_wave = np.linalg.eigvalsh(lattice_tensor(np.array([0, 0, 1e-3])))
t_long, t_trans = long_wave[0], long_wave[-1]
assert abs(t_long + 8 * PI / 3) < 1e-4 and abs(t_trans - 4 * PI / 3) < 1e-4
k_from_trans = 1 + 4 * PI * u / (1 - u * t_trans)
k_from_long = 1 / (1 - 4 * PI * u / (1 - u * t_long))
assert abs(k_from_trans - k_bulk) < 1e-3 and abs(k_from_long - k_bulk) < 1e-3
u_fixed, u_stable = -1 / t_low, 1 / t_high
k_fixed, k_stable = clausius_mossotti(u_fixed), clausius_mossotti(u_stable)
k_uniform = clausius_mossotti(-1 / t_long)
assert abs(k_uniform - 4) < 1e-3

# --- film patch
shape = (9, 9, 5)
sites = np.array(np.meshgrid(*[np.arange(s) for s in shape],
                             indexing="ij")).reshape(3, -1).T.astype(float)
N = len(sites)
T = field_tensor(sites)
t, V = np.linalg.eigh(T)
m = u * t
assert t_low < t[0] and t[-1] < t_high
assert m[0] < -1 and m[-1] < 1
mode = V[:, 0].reshape(*shape, 3)
share_z = (mode[..., 2]**2).sum()
plane_corr = 2 * (mode[:, :, 1:, 2] * mode[:, :, :-1, 2]).sum() / (
    (mode[:, :, 1:, 2]**2).sum() + (mode[:, :, :-1, 2]**2).sum())
assert share_z > 0.8 and plane_corr < -0.5

M = u * T
b = u * np.tile([0.0, 0.0, 1.0], N)
exact = np.linalg.solve(np.eye(3 * N) - M, b)
size = np.linalg.norm(exact)
fp = fixed_point_errors(M, b, exact, 200)
growth = fp[-1] / fp[-2]
assert fp[-1] > fp[0] and abs(growth + m[0]) < 1e-3

hist, ok = conjugate_gradient(lambda y: y - M @ y, b)
cg_steps = len(hist) - 1
assert ok and np.linalg.norm(hist[-1] - exact) < 1e-8 * size
kappa = (1 - m[0]) / (1 - m[-1])
rate_cg = (np.sqrt(kappa) - 1) / (np.sqrt(kappa) + 1)
e_norm = [np.sqrt(max((x - exact) @ (x - exact - M @ (x - exact)), 0))
          for x in hist]
for n, e in enumerate(e_norm):
    assert e <= 2 * rate_cg**n * e_norm[0] * (1 + 1e-6) + 1e-11 * size
bound_steps = int(np.ceil(np.log(2e10) / -np.log(rate_cg)))

# cures: damping, and removal of the modes below -1
omega = 2 / (2 - m[0] - m[-1])
rate_damped = (kappa - 1) / (kappa + 1)
damped = fixed_point_errors(M, b, exact, 100, omega)
for n, e in enumerate(damped):
    assert e <= rate_damped**n * size * (1 + 1e-6) + 1e-11 * size
damped_steps = int(np.argmax(damped < 1e-10 * size))
assert damped_steps > 0
bad = V[:, m < -1]
target = exact - bad @ (bad.T @ exact)
rest = np.abs(m[m >= -1]).max()
x = np.zeros_like(b)
for _ in range(200):
    x = b + M @ x
    x -= bad @ (bad.T @ x)
projected = np.linalg.norm(x - target) / np.linalg.norm(target)
assert projected <= rest**200 * (1 + 1e-6) + 1e-11 and projected < 1

# an indefinite matrix is caught by the curvature test
u_bad = 1.1 / t[-1]
_, ok = conjugate_gradient(lambda y: y - u_bad * (T @ y),
                           rng.normal(size=3 * N))
assert not ok

# density: uniform expansion against removal of sites
dens = 0.7
x_dil = np.linalg.solve(np.eye(3 * N) - dens * M, dens * b)
fp_dil = fixed_point_errors(dens * M, dens * b, x_dil, 200)
assert fp_dil[-1] < 1e-10 * np.linalg.norm(x_dil)
dil_steps = int(np.argmax(fp_dil < 1e-10 * np.linalg.norm(x_dil)))
keep = np.sort(rng.permutation(N)[:round(dens * N)])
m_por = u * np.linalg.eigvalsh(field_tensor(sites[keep]))
assert m_por[0] >= m[0] - 1e-10 and m_por[-1] <= m[-1] + 1e-10

# --- dipoles in the applied field
E0_MVcm = 4.2
E0 = E0_MVcm * 0.1                                   # V/nm
coulomb = const.e / (4 * PI * const.epsilon_0) * 1e9  # V nm
to_enm = a_nm**3 * E0 / coulomb
centre = int(np.argmin(((sites - sites.mean(0))**2).sum(1)))
s_centre = hist[-1][3 * centre + 2]
mu_centre = s_centre * to_enm
mu_wide = u / (1 - u * t_long) * to_enm
debye = 1e-21 / const.c
enm_to_debye = const.e * 1e-9 / debye

# --- sizes of neglected effects
width = (4 * alpha_nm3 / (3 * np.sqrt(PI)))**(1 / 3)  # self-field = 1/alpha
m_smear = u * np.linalg.eigvalsh(field_tensor(sites, width / a_nm))
rms_nm = 0.02
moved = sites + rng.normal(scale=rms_nm / a_nm, size=sites.shape)
m_dis = u * np.linalg.eigvalsh(field_tensor(moved))
k_opt = 2.1
u_opt = 3 / (4 * PI) * (k_opt - 1) / (k_opt + 2)
breakdown = 10.0
expansion, heating = 0.5e-6, 400.0

print(f"triangle: extreme t = {t_tri[0]:.4f}, {t_tri[-1]:.4f} /r^3")
print(f"triangle, alpha/r^3 = {u_tri:.4f}: error growth {growth_tri:.5f}")
print(f"bulk lattice: t_min = {t_low:.4f}, t_max = {t_high:.4f} /a^3")
print(f"bulk long wave: t = {t_long:.4f}, {t_trans:.4f} /a^3")
print(f"fixed-point limit: u = {u_fixed:.4f}, k = {k_fixed:.3f}")
print(f"uniform longitudinal mode alone: k limit = {k_uniform:.3f}")
print(f"positive-definite limit: u = {u_stable:.4f}, k = {k_stable:.2f}")
print(f"spacing a = {a_nm:.2f} nm, units per nm^3 = {a_nm**-3:.2f}")
print(f"bulk k = {k_bulk:.1f} (rough), u = {u:.5f}")
print(f"polarizability volume = {alpha_nm3:.6f} nm^3")
print(f"density ratio at fixed-point limit = {u_fixed / u:.4f}")
print(f"patch {shape}: {N} sites, {3 * N} unknowns")
print(f"patch m_min = {m[0]:.4f}, m_max = {m[-1]:.4f}")
print(f"number of modes with m < -1: {bad.shape[1]}")
print(f"lowest mode: normal share {share_z:.4f}")
print(f"lowest mode: adjacent-plane correlation {plane_corr:.4f}")
for n in (0, 10, 50, 100, 200):
    print(f"fixed point, step {n}: relative error {fp[n] / size:.3e}")
print(f"fixed point: late growth per step {growth:.5f}")
print(f"condition number = {kappa:.3f}, CG rate = {rate_cg:.4f}")
print(f"CG steps to residual 1e-10: {cg_steps}")
print(f"steps for energy-error bound 1e-10: {bound_steps}")
print(f"damping omega = {omega:.4f}, rate = {rate_damped:.4f}")
print(f"damped steps to error 1e-10: {damped_steps}")
print(f"bad modes removed: largest |m| left {rest:.4f}")
print(f"bad modes removed: relative error, step 200: {projected:.2e}")
print(f"expanded to density {dens:.1f}: k = {clausius_mossotti(dens*u):.3f}")
print(f"expanded: m_min = {dens * m[0]:.4f}, m_max = {dens * m[-1]:.4f}")
print(f"expanded: fixed-point steps to error 1e-10: {dil_steps}")
print(f"30% sites removed: m_min {m_por[0]:.4f}, m_max {m_por[-1]:.4f}")
print(f"applied vacuum field = {E0_MVcm:.1f} MV/cm")
print(f"central dipole = {mu_centre:.6f} e nm")
print(f"central dipole = {mu_centre * enm_to_debye:.5f} debye")
print(f"wide-film dipole = {mu_wide:.6f} e nm")
print(f"patch edge effect at centre = {100*(mu_centre/mu_wide-1):.1f} %")
print(f"central local field = {s_centre / u * E0_MVcm:.3f} MV/cm")
print(f"smearing width = {width:.4f} nm")
print(f"smeared units: m_min {m_smear[0]:.4f}, m_max {m_smear[-1]:.4f}")
print(f"disorder {rms_nm} nm rms per axis (one sample):")
print(f"  m_min {m_dis[0]:.4f}, m_max {m_dis[-1]:.4f}")
print(f"optical k = {k_opt} (rough): patch m_min = {u_opt * t[0]:.4f}")
print(f"wide-film mean field = {E0_MVcm / k_bulk:.2f} MV/cm")
print(f"  share of rough breakdown field {breakdown:.0f} MV/cm: "
      f"{E0_MVcm / k_bulk / breakdown:.2f}")
print(f"heating by {heating:.0f} K, rough expansion {expansion:.1e} /K:")
print(f"  density and |m| fall by {300 * expansion * heating:.3f} %")
print("all good")
```

Printed output:

```
triangle: extreme t = -3.5000, 2.5000 /r^3
triangle, alpha/r^3 = 0.3333: error growth 1.16667
bulk lattice: t_min = -9.6874, t_max = 5.3536 /a^3
bulk long wave: t = -8.3776, 4.1888 /a^3
fixed-point limit: u = 0.1032, k = 3.285
uniform longitudinal mode alone: k limit = 4.000
positive-definite limit: u = 0.1868, k = 11.79
spacing a = 0.36 nm, units per nm^3 = 21.43
bulk k = 4.2 (rough), u = 0.12322
polarizability volume = 0.005749 nm^3
density ratio at fixed-point limit = 0.8378
patch (9, 9, 5): 405 sites, 1215 unknowns
patch m_min = -1.1318, m_max = 0.6366
number of modes with m < -1: 20
lowest mode: normal share 0.9963
lowest mode: adjacent-plane correlation -0.9212
fixed point, step 0: relative error 1.000e+00
fixed point, step 10: relative error 3.976e-02
fixed point, step 50: relative error 4.009e+00
fixed point, step 100: relative error 1.958e+03
fixed point, step 200: relative error 4.676e+08
fixed point: late growth per step 1.13183
condition number = 5.866, CG rate = 0.4156
CG steps to residual 1e-10: 22
steps for energy-error bound 1e-10: 28
damping omega = 0.8015, rate = 0.7087
damped steps to error 1e-10: 53
bad modes removed: largest |m| left 0.9990
bad modes removed: relative error, step 200: 6.73e-07
expanded to density 0.7: k = 2.697
expanded: m_min = -0.7923, m_max = 0.4456
expanded: fixed-point steps to error 1e-10: 79
30% sites removed: m_min -0.9500, m_max 0.5876
applied vacuum field = 4.2 MV/cm
central dipole = 0.001269 e nm
central dipole = 0.06097 debye
wide-film dipole = 0.000825 e nm
patch edge effect at centre = 53.8 %
central local field = 3.179 MV/cm
smearing width = 0.1629 nm
smeared units: m_min -1.0740, m_max 0.5751
disorder 0.02 nm rms per axis (one sample):
  m_min -1.1508, m_max 0.7442
optical k = 2.1 (rough): patch m_min = -0.5883
wide-film mean field = 1.00 MV/cm
  share of rough breakdown field 10 MV/cm: 0.10
heating by 400 K, rough expansion 5.0e-07 /K:
  density and |m| fall by 0.060 %
all good
```
